**Coherent-potential approximation for a one-orbital random alloy**

The program solves $\Sigma=\bar\varepsilon-(\varepsilon_A-\Sigma)F(\varepsilon_B-\Sigma)$, where $\Sigma$ is the site-diagonal self-energy, $\varepsilon_A$ and $\varepsilon_B$ are the atomic levels, $\bar\varepsilon$ is their mean and $F$ is the local Green function of the medium. By matrix inversion it asserts that embedding one real atom leaves the averaged Green matrix unchanged, and that two atoms give the predicted first correlated correction. Enumeration of all occupations of a seven-site ring confirms that moments 0 to 7 are exact and that the eighth differs by 0.0072 eV⁸, as derived. The weak-disorder and dilute limits, the single-impurity level and the width of a Bloch state are also asserted. For a rough Cu–Ni d-state model with 25% Ni, the output shows two subbands and a self-energy whose imaginary part reaches 3.4 eV in magnitude near 1.16 eV. Against random 500-site supercells, with 0.1 eV broadening, the integrated density-of-states difference is 0.009 for the CPA and 0.59 for the mean-level approximation, in states per site and spin. Further supercells show that unequal hopping, clustering and level scatter, in the amounts chosen, each change the density by more than the CPA error.

## Program and output

```python
"""
Coherent-potential approximation (CPA) for a one-orbital random alloy.
Result under test: a site-diagonal self-energy sigma(z), fixed by zero average
single-site scattering, <v/(1-v F)> = 0 with v = level - sigma, obeys
sigma = mean_level - (level_A-sigma) F (level_B-sigma).
F is the site-diagonal Green function of the medium, z a complex energy,
delta the level difference B-A, c the fraction of B, hop the hopping strength.
Example: rough single-orbital model of Cu-Ni d states on the fcc lattice.
Energies in eV, lengths in angstrom. Densities of states: per site and spin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(7)
hop, delta, c = 0.22, 1.5, 0.25
levels = np.array([0.0, delta])
conc = np.array([1 - c, c])
mean_level = conc @ levels


def green0(zeta, bands, weights=None):
    if weights is None:
        return np.mean(1 / (zeta - bands))
    return np.sum(weights / (zeta - bands))


def solve_cpa(z, bands, weights=None, lev=levels, con=conc, start=None):
    """Iterate to zero mean t-matrix; return self-energy and F."""
    sigma = complex(con @ lev) if start is None else start
    for _ in range(20000):
        f = green0(z - sigma, bands, weights)
        v = lev - sigma
        mean_t = np.sum(con * v / (1 - v * f))
        step = mean_t / (1 + mean_t * f)
        sigma = sigma + step
        if abs(step) < 1e-13:
            return sigma, green0(z - sigma, bands, weights)
    raise RuntimeError("CPA iteration did not converge")


def fcc_cluster(size):
    """Positions (half lattice constants) and neighbour table, periodic."""
    g = np.arange(2 * size)
    p = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    p = p[p.sum(axis=1) % 2 == 0]
    d = np.abs(p[:, None, :] - p[None, :, :])
    d = np.minimum(d, 2 * size - d)
    return p, ((d**2).sum(axis=2) == 2).astype(float)


def fcc_band(angles):
    """Band energies on a cubic mesh of half-cell phase angles."""
    q = np.cos(angles)
    x, y, w = np.meshgrid(q, q, q, indexing="ij")
    return (-4 * hop * (x * y + y * w + w * x)).ravel()


def bulk_mesh(n):
    e = fcc_band((np.arange(n) + 0.5) * np.pi / n)
    values, counts = np.unique(np.round(e, 10), return_counts=True)
    return values, counts / counts.sum()


# ---- lattice: dispersion against direct diagonalization -----------------
size = 5
pos, adj = fcc_cluster(size)
nsite = len(pos)
assert np.all(adj.sum(axis=1) == 12)
w_clean = -hop * adj
cell_bands = np.linalg.eigvalsh(w_clean)
from_k = np.sort(fcc_band(np.arange(2 * size) * np.pi / size))[::2]
assert np.max(np.abs(from_k - cell_bands)) < 1e-10

# ---- one real atom in the medium: mean full Green matrix is unchanged ---
_, adj3 = fcc_cluster(3)
w3 = -hop * adj3
bands3 = np.linalg.eigvalsh(w3)
eye3 = np.eye(len(w3))
z = 0.6 + 0.2j
sig, f = solve_cpa(z, bands3)
medium = np.linalg.inv((z - sig) * eye3 - w3)
average = np.zeros_like(medium)
for lev_s, con_s in zip(levels, conc):
    m = (z - sig) * eye3 - w3
    m[0, 0] -= lev_s - sig
    average += con_s * np.linalg.inv(m)
one_site_error = np.max(np.abs(average - medium))
assert one_site_error < 1e-10
quadratic = mean_level - (levels[0] - sig) * f * (levels[1] - sig)
assert abs(sig - quadratic) < 1e-10
near = int(np.flatnonzero(adj3[0])[0])
assert abs(medium[0, near] - (1 - (z - sig) * f) / (12 * hop)) < 1e-10

# ---- two real atoms: first surviving correlated scattering --------------
weak = np.array([0.0, 0.15])
z = 0.2 + 0.3j
sig, f = solve_cpa(z, bands3, lev=weak)
medium = np.linalg.inv((z - sig) * eye3 - w3)
block = np.ix_([0, near], [0, near])
g_block = medium[block]
mean_block = np.zeros((2, 2), complex)
for a in range(2):
    for b in range(2):
        m = (z - sig) * eye3 - w3
        m[0, 0] -= weak[a] - sig
        m[near, near] -= weak[b] - sig
        mean_block += conc[a] * conc[b] * np.linalg.inv(m)[block]
inv_block = np.linalg.inv(g_block)
t_pair = (inv_block @ (mean_block - g_block) @ inv_block)[0, 1]
t_site = (weak - sig) / (1 - (weak - sig) * f)
t_pred = (conc @ t_site**2) ** 2 * g_block[0, 1] ** 3
pair_error = abs(t_pair / t_pred - 1)
assert pair_error < 0.01

# ---- all occupations of a ring: first seven moments exact ---------------
nring, ring_hop, ring_delta = 7, 0.4, 1.0
ring = np.zeros((nring, nring))
for i in range(nring):
    for shift in (1, 2):
        ring[i, (i + shift) % nring] = ring_hop
        ring[(i + shift) % nring, i] = ring_hop
exact_mom = np.zeros(9)
for code in range(2**nring):
    occ = np.array([(code >> i) & 1 for i in range(nring)])
    prob = c ** occ.sum() * (1 - c) ** (nring - occ.sum())
    e = np.linalg.eigvalsh(ring + np.diag(ring_delta * occ))
    exact_mom += prob * np.array([np.mean(e**n) for n in range(9)])
ring_bands = np.linalg.eigvalsh(ring)
cpa_mom = np.zeros(9, complex)
contour = 4 * np.exp(2j * np.pi * (np.arange(128) + 0.5) / 128)
for z in contour:
    _, f = solve_cpa(z, ring_bands, lev=np.array([0.0, ring_delta]))
    cpa_mom += z ** (np.arange(9) + 1) * f / len(contour)
moment_gap = exact_mom - cpa_mom.real
gap8_pred = 2 * 4 * (c * (1 - c) * ring_delta**2) ** 2 * ring_hop**4
assert np.max(np.abs(moment_gap[:8])) < 1e-7
assert abs(moment_gap[8] - gap8_pred) < 1e-6

# ---- weak-disorder and dilute limits ------------------------------------
z = 0.3 + 0.3j


def weak_remainder(d):
    s, _ = solve_cpa(z, cell_bands, lev=np.array([0.0, d]))
    f0 = green0(z - c * d, cell_bands)
    k2 = c * (1 - c) * d**2
    return abs(s - c * d - k2 * f0 - k2 * (1 - 2 * c) * d * f0**2)


weak_ratio = weak_remainder(0.04) / weak_remainder(0.02)
assert 14 < weak_ratio < 18
tiny = 1e-5
s, _ = solve_cpa(z, cell_bands, con=np.array([1 - tiny, tiny]))
t_imp = delta / (1 - delta * green0(z, cell_bands))
assert abs(s / tiny / t_imp - 1) < 1e-3

# ---- single Ni impurity level -------------------------------------------
bands, weights = bulk_mesh(40)


def impurity_level(b, w=None):
    return brentq(lambda e: 1 - delta * green0(e, b, w),
                  4 * hop + 1e-6, 6.0)


one_ni = w_clean.copy()
one_ni[0, 0] += delta
top = np.linalg.eigvalsh(one_ni)[-1]
assert abs(top - impurity_level(cell_bands)) < 1e-8
e_imp = impurity_level(bands, weights)

# ---- bulk alloy on an energy grid ---------------------------------------
eta, de = 0.01, 0.01
grid = -3.2 + de * np.arange(601)
sigma = np.zeros(len(grid), complex)
fbulk = np.zeros(len(grid), complex)
last = None
for i, e in enumerate(grid):
    last, fbulk[i] = solve_cpa(e + 1j * eta, bands, weights, start=last)
    sigma[i] = last
assert np.max(sigma.imag) < 1e-10
dos = -fbulk.imag / np.pi
part = [-(con_s * fbulk / (1 - (lev_s - sigma) * fbulk)).imag / np.pi
        for lev_s, con_s in zip(levels, conc)]
assert abs(dos.sum() * de - 1) < 0.02
table_e = [-2, -1.5, -1, -0.5, 0, 0.5, 0.75, 1, 1.25, 1.5, 1.75, 2]
index = [int(round((e - grid[0]) / de)) for e in table_e]
fine, fine_w = bulk_mesh(52)
mesh_error = max(abs(solve_cpa(grid[i] + 1j * eta, fine, fine_w)[0]
                     - sigma[i]) for i in index)
assert mesh_error < 0.01
i_cu, i_ni = int(np.argmax(part[0])), int(np.argmax(part[1]))
assert i_ni > i_cu
i_dip = i_cu + int(np.argmin(dos[i_cu:i_ni + 1]))
weight_above = dos[i_dip:].sum() * de
i_max = int(np.argmax(-sigma.imag))

# ---- Bloch state halfway from Gamma to X --------------------------------
e_k = -4 * hop
spec = -(1 / (grid + 1j * eta - sigma - e_k)).imag / np.pi
assert abs(spec.sum() * de - 1) < 0.02
ip = int(np.argmax(spec))
half = spec[ip] / 2
lo = ip
while spec[lo] > half:
    lo -= 1
hi = ip
while spec[hi] > half:
    hi += 1
e_lo = grid[lo] + de * (half - spec[lo]) / (spec[lo + 1] - spec[lo])
e_hi = grid[hi] - de * (half - spec[hi]) / (spec[hi - 1] - spec[hi])
fwhm = e_hi - e_lo
slope = (sigma[ip + 2].real - sigma[ip - 2].real) / (4 * de)
z_k = 1 / (1 - slope)
width_pred = 2 * z_k * (eta - sigma[ip].imag)
assert abs(width_pred / fwhm - 1) < 0.25
life_width = 2 * z_k * abs(sigma[ip].imag)
lifetime = const.hbar / const.e / life_width * 1e15

# ---- random supercells: averages and neglected effects ------------------
nconf, eta_c = 8, 0.1
egrid = np.arange(-3.8, 3.4001, 0.025)


def smooth_dos(eigs):
    return np.array([np.mean(eta_c / ((e - eigs) ** 2 + eta_c**2))
                     for e in egrid]) / np.pi


def distance(a, b):
    return np.sum(np.abs(a - b)) * (egrid[1] - egrid[0])


def cluster_occupation(occ, target):
    """Swap atoms until the Ni-Ni pair excess reaches the target."""
    occ = occ.copy()
    for _ in range(100000):
        nb = adj @ occ
        ni_fraction = (occ @ nb) / (12 * occ.sum())
        order = (ni_fraction - c) / (1 - c)
        if order >= target:
            return occ, order
        a = rng.choice(np.flatnonzero(occ == 1))
        b = rng.choice(np.flatnonzero(occ == 0))
        if nb[b] - nb[a] - adj[a, b] > 0:
            occ[a], occ[b] = 0.0, 1.0
    raise RuntimeError("target order not reached")


z_test = 1.0 + 1.0j
phase_x = np.cos(np.pi * pos[:, 0])
runs = {"random": [], "hopping": [], "clustered": [], "levels": []}
local, bloch, orders = [], [], []
ni_scale, level_spread = 1.2, 0.1
for _ in range(nconf):
    occ = np.zeros(nsite)
    occ[rng.permutation(nsite)[:int(c * nsite)]] = 1
    h = w_clean + np.diag(delta * occ)
    runs["random"].append(np.linalg.eigvalsh(h))
    g = np.linalg.inv(z_test * np.eye(nsite) - h)
    dg = np.diag(g)
    local.append([dg.mean(), dg[occ == 0].mean(), dg[occ == 1].mean()])
    bloch.append([g.sum() / nsite, phase_x @ g @ phase_x / nsite])
    scale = np.sqrt(np.where(occ == 1, ni_scale, 1.0))
    h2 = w_clean * np.outer(scale, scale) + np.diag(delta * occ)
    runs["hopping"].append(np.linalg.eigvalsh(h2))
    occ2, order = cluster_occupation(occ, 0.1)
    orders.append(order)
    runs["clustered"].append(
        np.linalg.eigvalsh(w_clean + np.diag(delta * occ2)))
    noise = level_spread * rng.standard_normal(nsite)
    runs["levels"].append(np.linalg.eigvalsh(h + np.diag(noise)))
sig, f = solve_cpa(z_test, cell_bands)
cpa_local = np.array([f] + [f / (1 - (v - sig) * f) for v in levels])
cpa_bloch = np.array([1 / (z_test - sig + 12 * hop),
                      1 / (z_test - sig - 4 * hop)])
err_local = np.abs(np.mean(local, axis=0) - cpa_local)
err_bloch = np.abs(np.mean(bloch, axis=0) - cpa_bloch)
err_vca_z = abs(np.mean(local, axis=0)[0]
                - green0(z_test - mean_level, cell_bands))
assert err_local.max() < 0.04 and err_bloch.max() < 0.04
assert err_local[0] < err_vca_z / 4

sup = {k: smooth_dos(np.concatenate(v)) for k, v in runs.items()}
cpa_dos = np.array([-solve_cpa(e + 1j * eta_c, cell_bands)[1].imag
                    for e in egrid]) / np.pi
vca_dos = smooth_dos(cell_bands + mean_level)
d_cpa = distance(cpa_dos, sup["random"])
d_vca = distance(vca_dos, sup["random"])
d_noise = 0.5 * distance(smooth_dos(np.concatenate(runs["random"][:4])),
                         smooth_dos(np.concatenate(runs["random"][4:])))
assert d_cpa < d_vca / 3

# ---- sp-d broadening from a free-electron host --------------------------
a_lat, v_spd, temp = 3.6, 1.0, 300.0
density = 4 / a_lat**3
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
e_fermi = kinetic * (3 * np.pi**2 * density) ** (2 / 3)
sp_dos = 3 / (4 * e_fermi)
spd_half_width = np.pi * v_spd**2 * sp_dos
kt = const.k * temp / const.e

# ---- printed numbers ----------------------------------------------------
print(f"Ni fraction {c:.2f}; Ni-Cu level difference {delta:.2f} eV")
print(f"hopping {-hop:.2f} eV; clean band {-12*hop:.2f} to {4*hop:.2f} eV")
print(f"mean level {mean_level:.3f} eV; broadening {eta:.3f} eV")
print(f"single Ni level in Cu {e_imp:.3f} eV")
print(f"single Ni level above band top {e_imp-4*hop:.3f} eV")
print("E(eV) ReSigma(eV) ImSigma(eV) DOS Cu-part Ni-part (1/eV)")
for i in index:
    print(f"{grid[i]:5.2f} {sigma[i].real:8.3f} {sigma[i].imag:8.3f} "
          f"{dos[i]:7.3f} {part[0][i]:7.3f} {part[1][i]:7.3f}")
print(f"largest -ImSigma {-sigma[i_max].imag:.3f} eV at {grid[i_max]:.2f} eV")
print(f"Cu-part peak {grid[i_cu]:.2f} eV; Ni-part peak {grid[i_ni]:.2f} eV")
print(f"DOS dip at {grid[i_dip]:.2f} eV, value {dos[i_dip]:.4f} 1/eV")
print(f"weight above dip {weight_above:.3f} states per site and spin")
print(f"k-mesh change of Sigma, largest in table {mesh_error:.1e} eV")
print(f"Bloch state: clean energy {e_k:.2f} eV, peak {grid[ip]:.2f} eV")
print(f"Bloch state: ImSigma {sigma[ip].imag:.4f} eV, Z_k {z_k:.3f}")
print(f"Bloch state: FWHM {fwhm:.3f} eV, formula {width_pred:.3f} eV")
print(f"Bloch state: width without broadening {life_width:.3f} eV")
print(f"Bloch state: lifetime {lifetime:.2f} fs")
for e in (-0.5, 0.5, 1.5):
    i = int(round((e - grid[0]) / de))
    v = levels - sigma[i]
    t2 = conc @ (v / (1 - v * fbulk[i])) ** 2
    g1 = (1 - (e + 1j * eta - sigma[i]) * fbulk[i]) / (12 * hop)
    print(f"leading pair term / hopping at {e:.1f} eV: "
          f"{abs(t2**2*g1**3)/hop:.4f}")
print(f"one-atom embedding error {one_site_error:.1e} 1/eV")
print(f"pair formula relative error {pair_error:.1e}")
print(f"ring moments 0-7, largest error {np.max(abs(moment_gap[:8])):.1e}")
print(f"ring moment 8: exact {exact_mom[8]:.6f}, CPA {cpa_mom[8].real:.6f}")
print(f"ring moment 8 gap {moment_gap[8]:.6f}, formula {gap8_pred:.6f}")
print(f"weak-disorder remainder ratio on halving delta {weak_ratio:.2f}")
print(f"supercells: {nconf} of {nsite} sites; broadening {eta_c:.2f} eV")
print(f"error of F at 1+1i eV: CPA {err_local[0]:.4f}, "
      f"mean-level {err_vca_z:.4f} 1/eV")
print(f"error of Cu, Ni F: {err_local[1]:.4f}, {err_local[2]:.4f} 1/eV")
print(f"error of Gamma, X G: {err_bloch[0]:.4f}, {err_bloch[1]:.4f} 1/eV")
print("Integrated absolute DOS differences (states per site and spin):")
print(f"CPA-supercell {d_cpa:.3f}; mean-level-supercell {d_vca:.3f}")
print(f"sampling noise {d_noise:.3f}")
print(f"Ni-Ni hopping x {ni_scale:.1f}: "
      f"{distance(sup['hopping'], sup['random']):.3f}")
print(f"clustering, order parameter {np.mean(orders):.3f}: "
      f"{distance(sup['clustered'], sup['random']):.3f}")
print(f"level scatter {level_spread:.1f} eV: "
      f"{distance(sup['levels'], sup['random']):.3f}")
print(f"lattice constant {a_lat:.1f} angstrom; sp-d coupling {v_spd:.1f} eV")
print(f"free-electron Fermi energy {e_fermi:.2f} eV; DOS {sp_dos:.3f} 1/eV")
print(f"sp-d half-width {spd_half_width:.3f} eV")
print(f"thermal energy at {temp:.0f} K {kt:.4f} eV")
print("PASS")
```

Printed output:

```
Ni fraction 0.25; Ni-Cu level difference 1.50 eV
hopping -0.22 eV; clean band -2.64 to 0.88 eV
mean level 0.375 eV; broadening 0.010 eV
single Ni level in Cu 1.756 eV
single Ni level above band top 0.876 eV
E(eV) ReSigma(eV) ImSigma(eV) DOS Cu-part Ni-part (1/eV)
-2.00    0.220   -0.026   0.046   0.042   0.004
-1.50    0.206   -0.043   0.083   0.077   0.006
-1.00    0.186   -0.059   0.130   0.122   0.008
-0.50    0.158   -0.076   0.207   0.197   0.010
 0.00    0.104   -0.099   0.395   0.383   0.012
 0.50    0.021   -0.144   0.558   0.543   0.016
 0.75   -0.068   -0.113   0.527   0.516   0.011
 1.00   -0.714   -0.054   0.011   0.008   0.003
 1.25    0.640   -2.157   0.129   0.034   0.096
 1.50    1.082   -1.049   0.233   0.037   0.196
 1.75    1.121   -0.611   0.312   0.030   0.282
 2.00    1.117   -0.312   0.324   0.018   0.305
largest -ImSigma 3.385 eV at 1.16 eV
Cu-part peak 0.64 eV; Ni-part peak 1.93 eV
DOS dip at 1.04 eV, value 0.0103 1/eV
weight above dip 0.250 states per site and spin
k-mesh change of Sigma, largest in table 2.5e-04 eV
Bloch state: clean energy -0.88 eV, peak -0.71 eV
Bloch state: ImSigma -0.0685 eV, Z_k 0.947
Bloch state: FWHM 0.149 eV, formula 0.149 eV
Bloch state: width without broadening 0.130 eV
Bloch state: lifetime 5.07 fs
leading pair term / hopping at -0.5 eV: 0.0009
leading pair term / hopping at 0.5 eV: 0.0031
leading pair term / hopping at 1.5 eV: 0.1663
one-atom embedding error 3.8e-15 1/eV
pair formula relative error 3.2e-04
ring moments 0-7, largest error 3.9e-13
ring moment 8: exact 40.388952, CPA 40.381752
ring moment 8 gap 0.007200, formula 0.007200
weak-disorder remainder ratio on halving delta 15.72
supercells: 8 of 500 sites; broadening 0.10 eV
error of F at 1+1i eV: CPA 0.0001, mean-level 0.1515 1/eV
error of Cu, Ni F: 0.0000, 0.0002 1/eV
error of Gamma, X G: 0.0000, 0.0009 1/eV
Integrated absolute DOS differences (states per site and spin):
CPA-supercell 0.009; mean-level-supercell 0.594
sampling noise 0.004
Ni-Ni hopping x 1.2: 0.056
clustering, order parameter 0.103: 0.034
level scatter 0.1 eV: 0.029
lattice constant 3.6 angstrom; sp-d coupling 1.0 eV
free-electron Fermi energy 7.09 eV; DOS 0.106 1/eV
sp-d half-width 0.332 eV
thermal energy at 300 K 0.0259 eV
PASS
```
